# Where an infinite chain of polarizable atoms loses axial stability

## Problem

Identical atoms sit on a straight line at $z=ja$, with $j$ running over all integers. Each is a point with a static, isotropic polarizability volume $\alpha$: in a local field $F$ it acquires the dipole $p=\alpha F$. Gaussian-type units are used, which for these formulas coincide with atomic units; the SI polarizability is $4\pi\varepsilon_0\alpha$. The atoms do not move, the response is linear, and the atoms interact through their induced dipoles alone.

(a) A uniform field $E$ is applied along the chain. Find the dipole of each atom, and the value $\alpha_c$ at which the uniform axial state becomes unstable.

(b) Decide whether any other pattern of dipoles becomes unstable at a smaller $\alpha$.

(c) How does the threshold change for a chain of $N$ atoms?

(d) Apply the result to a hypothetical chain of beryllium atoms with $a=0.40$ nm in a field of 1 MV/cm, and judge how far the point model can be trusted there.

## A tempting solution

A dipole $p$ produces the field $2p/r^3$ at a distance $r$ on its own axis. Every atom has two neighbours at each distance $na$, so the other atoms produce at its site the field
$$F_{\rm dip}=2\sum_{n=1}^{\infty}\frac{2p}{(na)^3}=\frac{4\zeta(3)}{a^3}\,p,\qquad \zeta(3)=\sum_{n=1}^\infty\frac1{n^3}.$$
Creating a dipole costs the internal energy $p^2/(2\alpha)$, and a dipole in a field $F_{\rm dip}$ has the energy $-pF_{\rm dip}$. With $E=0$ the energy per atom would then be
$$u_{\rm wrong}=\frac{p^2}{2\alpha}-\frac{4\zeta(3)}{a^3}\,p^2 .$$
The chain polarizes spontaneously once this is negative, which happens for $\alpha>a^3/[8\zeta(3)]$.

## Where it fails

The field and the internal energy are both right. The fault is in the interaction energy. The term $-pF_{\rm dip}$ is the energy of one atom with all the others. When it is assigned to every atom and summed, each pair is counted twice.

Two atoms at distance $R$ show this clearly. Their interaction energy is $-2p^2/R^3$, once for the pair. The total energy is
$$2\,\frac{p^2}{2\alpha}-\frac{2p^2}{R^3}=p^2\left(\frac1\alpha-\frac2{R^3}\right),$$
which changes sign at $\alpha=R^3/2$. The condition that each dipole sustains the other, $p=\alpha(2p/R^3)$, gives the same value. The tempting count would assign $-2p^2/R^3$ to each atom, $-4p^2/R^3$ in all, and would put the threshold at $R^3/4$. There the field returned by the neighbour supports only half of the dipole that produced it.

## Solution

### (a) The uniform axial state

**The dipole field.** Put charges $\pm q$ at $z=\pm d/2$, so that $p=qd$. At $z=r$ the positive charge is nearer and pushes upward, while the negative one pulls downward:
$$F_z=\frac{q}{(r-d/2)^2}-\frac{q}{(r+d/2)^2}=\frac{2qrd}{(r^2-d^2/4)^2}\;\longrightarrow\;\frac{2p}{r^3}\qquad(d\to0,\ p\ \text{fixed}).$$
At $z=-r$ the negative charge is nearer. It attracts a positive test charge upward with $q/(r-d/2)^2$, and the positive charge pushes it downward with $q/(r+d/2)^2$. The result is the same, including its sign, so the fields from the left and right neighbours add.

**The energy.** The internal energy $W(p)$ must reproduce $p=\alpha F$ when $W(p)-pF$ is minimized. This requires $W'(p)=F=p/\alpha$, hence $W=p^2/(2\alpha)$. With one interaction term per pair,
$$U=\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{i\ne j}p_iT_{ij}p_j-E\sum_ip_i,\qquad T_{ij}=\frac{2}{a^3|i-j|^3}.$$
The factor $\tfrac12$ corrects for the double sum, which meets each pair as $(i,j)$ and as $(j,i)$.

**The response.** In the derivative with respect to $p_i$, the double sum contributes twice, because $p_i$ appears in both positions and $T$ is symmetric. This cancels the factor $\tfrac12$:
$$\frac{\partial U}{\partial p_i}=\frac{p_i}{\alpha}-\sum_{j\ne i}T_{ij}p_j-E=0 .$$
This is the local-field equation $p_i=\alpha\,(E+\sum_jT_{ij}p_j)$. For equal dipoles the sum is $4\zeta(3)p/a^3$, so
$$p\left(\frac1\alpha-\frac{4\zeta(3)}{a^3}\right)=E .$$
Multiplication by $\alpha$ and division by the resulting bracket give
$$\boxed{\,p=\frac{\alpha E}{1-\alpha/\alpha_c},\qquad \alpha_c=\frac{a^3}{4\zeta(3)}\approx0.2080\,a^3\,}$$
for $\alpha<\alpha_c$. The correct threshold is twice the tempting one.

The lattice sum causes no difficulty of the kind met in three dimensions, where the dipole sum depends on the shape of the sample. Since $x^{-3}$ decreases, comparison with integrals bounds the terms beyond $n=M$:
$$\frac{1}{2(M+1)^2}<\sum_{n=M+1}^{\infty}\frac1{n^3}<\frac1{2M^2}.$$
The sum converges absolutely, and quickly. The nearest neighbours supply 4 of the total $4\zeta(3)=4.808$.

**What happens at the threshold.** For equal dipoles the energy per atom is
$$u(p)=\frac12\left(\frac1\alpha-\frac1{\alpha_c}\right)p^2-Ep .$$
Below $\alpha_c$ this parabola opens upward and its minimum is the response found above. At $\alpha_c$ the quadratic term vanishes: for $E\neq0$ no stationary point remains, and for $E=0$ every $p$ costs the same energy. Above $\alpha_c$ the parabola opens downward. The formula for $p$ then gives a finite dipole opposed to the field, but this is the top of the parabola and not a state the chain could settle in. A finite solution of the local-field equation is therefore no proof of stability.

**Two limits.** For a dilute chain, $\alpha\ll\alpha_c$, the enhancement $g=p/(\alpha E)$ is $1+4\zeta(3)\alpha/a^3$ to first order. To see the approach to the catastrophe, hold $\alpha$ fixed and reduce $a$. The critical spacing is $a_c=[4\zeta(3)\alpha]^{1/3}$, and $\alpha/\alpha_c=(a_c/a)^3$. Just above $a_c$ one has $1-(a_c/a)^3\approx3(a-a_c)/a_c$, so
$$g\approx\frac{a_c}{3(a-a_c)} .$$

### (b) The other modes

Stability must hold against every pattern of dipoles, including transverse ones. For a dipole along $x$, with charges $\pm q$ at $x=\pm d/2$, both charges give a field along $-x$ at a point on the $z$ axis:
$$F_x=-2\,\frac{q\,d/2}{(r^2+d^2/4)^{3/2}}\;\longrightarrow\;-\frac{p}{r^3}.$$
The $z$ components cancel exactly for any $d$, because the two opposite charges are equally far from the point. An axial dipole likewise has no transverse field on the axis, so axial and transverse modes do not mix.

The coupling depends only on $i-j$, so plane waves $p_j\propto e^{ij\theta}$ with $\theta=ka$ diagonalize it. Combining the neighbours at $+n$ and $-n$ gives $e^{in\theta}+e^{-in\theta}=2\cos n\theta$, and the eigenvalues are
$$\lambda_\parallel(\theta)=\frac4{a^3}\,C(\theta),\qquad \lambda_\perp(\theta)=-\frac2{a^3}\,C(\theta),\qquad C(\theta)=\sum_{n=1}^\infty\frac{\cos n\theta}{n^3}.$$
The quadratic energy of a mode is proportional to $1/\alpha-\lambda$. As $\alpha$ grows, the mode with the largest $\lambda$ becomes unstable first.

Since $\cos n\theta\le1$, we have $C(\theta)\le\zeta(3)$. Equality needs $\cos\theta=1$, which is the uniform state. Since also $C\ge-\zeta(3)$, no transverse eigenvalue exceeds $2\zeta(3)/a^3$, half of the uniform axial one. The uniform axial mode is therefore the first to go.

The transverse threshold itself requires the minimum of $C$. Define
$$S(\theta)=-C'(\theta)=\sum_{n=1}^\infty\frac{\sin n\theta}{n^2},\qquad S'(\theta)=\sum_{n=1}^\infty\frac{\cos n\theta}{n}=-\ln\left(2\sin\frac\theta2\right)\quad(0<\theta\le\pi).$$
The last step is the real part of $-\ln(1-e^{i\theta})$, with $|1-e^{i\theta}|=2\sin(\theta/2)$. On this interval $S'$ decreases, so $S$ is concave. It vanishes at $0$ and at $\pi$, and is therefore positive between them. Hence $C$ falls steadily from $\theta=0$ to $\theta=\pi$, where
$$C(\pi)=\sum_n\frac{(-1)^n}{n^3}=-\zeta(3)+2\sum_{m=1}^\infty\frac1{(2m)^3}=-\zeta(3)+\frac{\zeta(3)}4=-\frac34\zeta(3).$$
The largest transverse eigenvalue is $3\zeta(3)/(2a^3)$. It belongs to dipoles that alternate in sign, and its threshold is $2a^3/[3\zeta(3)]=\tfrac83\alpha_c$.

A uniform transverse field meets the opposite situation. There $\lambda_\perp(0)=-2\zeta(3)/a^3=-1/(2\alpha_c)$, so $p=\alpha E/[1+\alpha/(2\alpha_c)]$: side by side, the dipoles weaken one another.

### (c) Finite chains

Let $\lambda_N$ be the largest eigenvalue of the axial coupling $T$ for $N\ge2$ atoms. Plane waves no longer diagonalize the coupling, so the transverse modes must be excluded anew. Their coupling is $-\tfrac12T$, because the transverse field is $-p/r^3$ where the axial one is $2p/r^3$. All elements of $T$ are positive or zero, so for any transverse pattern with $\sum_ip_i^2=1$
$$-\frac12\sum_{i\ne j}p_iT_{ij}p_j\le\frac12\sum_{i\ne j}|p_i|\,T_{ij}\,|p_j|\le\frac{\lambda_N}2 .$$
The last step holds because the numbers $|p_i|$ are themselves a normalized pattern. No transverse eigenvalue exceeds half of $\lambda_N$, and $\lambda_N$ is positive. An axial mode is thus the first to become unstable in a finite chain too, and the threshold is $1/\lambda_N$.

To bound $\lambda_N$ from above, take any normalized axial pattern. From $p_ip_j\le\tfrac12(p_i^2+p_j^2)$ and the symmetry of $T$,
$$\sum_{i\ne j}p_iT_{ij}p_j\le\sum_ip_i^2\sum_{j\ne i}T_{ij}<\frac{4\zeta(3)}{a^3},$$
because each atom of a finite chain lacks some of the infinite chain's neighbours.

For a lower bound, use the uniform pattern $p_i=1/\sqrt N$. There are $N-n$ pairs at separation $n$. Each occurs twice in the double sum, and $T$ contains another factor 2:
$$a^3\lambda_N\ge\frac4N\sum_{n=1}^{N-1}\frac{N-n}{n^3}\ge4\sum_{n=1}^{\infty}\left(\frac1{n^3}-\frac1{Nn^2}\right)=4\zeta(3)-\frac{4\zeta(2)}N .$$
The second inequality holds because the added terms, with $n\ge N$, are zero or negative. Thus every finite chain has a threshold above $\alpha_c$, and the thresholds tend to $\alpha_c$ as $N\to\infty$.

Diagonalization gives thresholds $\alpha/a^3=0.22585$, $0.20835$ and $0.20798$ for $N=10$, 100 and 1000. At $\alpha=1.02\,\alpha_c$, a chain needs at least 25 atoms to be unstable.

### (d) A beryllium chain

**The numbers of the model.** Restricted Hartree–Fock (RHF) gives the free beryllium atom $\alpha=45.5$ bohr$^3$, or $0.00675$ nm$^3$. A denser basis changes this by about 0.1 %. With $a^3=(0.40\ \text{nm})^3=0.0640$ nm$^3$,
$$\alpha_c=\frac{0.0640}{4.808}\ \text{nm}^3=0.01331\ \text{nm}^3,\qquad\frac{\alpha}{\alpha_c}=0.507,\qquad g=\frac1{1-0.507}=2.03 .$$
The chain is stable within the model, since $1/\alpha$ exceeds the largest eigenvalue $1/\alpha_c$.

The tempting criterion would put the threshold at half of $\alpha_c$, or $0.00666$ nm$^3$, and would call this chain unstable. That verdict rests on a margin of 1.4 % (1.5 % with the denser basis) and is an accident of the chosen numbers: with the smaller CCSD polarizability given below, the same criterion would call the chain stable. The example therefore does not serve as evidence against the criterion. The double counting of pairs refutes it for any numbers.

The local field is $p/\alpha=gE=2.03$ MV/cm, or $0.203$ V/nm. In SI form $p=4\pi\varepsilon_0\alpha E_{\rm loc}$. With $e/(4\pi\varepsilon_0)=1.44$ V nm,
$$p=\frac{0.00675\times0.203}{1.44}\ e\,\text{nm}\approx9.5\times10^{-4}\ e\,\text{nm}.$$

In an open chain of 801 atoms the middle atom has the same enhancement, 2.03, but the end atom has only 1.46. If all neighbours of the end atom carried the full bulk dipole, it would feel half of the bulk dipole field, and its enhancement would be $1+\tfrac12(2.03-1)\approx1.51$. The actual value is lower because the atoms near the end are themselves less polarized than in the bulk.

**Electron correlation.** At the RHF value of $\alpha$ the critical spacing is 0.319 nm. CCSD, which adds correlation but omits explicit triple and higher excitations, gives $\alpha=37.4$ bohr$^3$, 18 % below RHF. At the same spacing of 0.40 nm the enhancement falls from 2.03 to 1.71, and the critical spacing falls to 0.299 nm. The CCSD value is not converged to the digits shown: a basis with more $d$ functions and an $f$ shell raises it by about 1.4 %, to 37.9 bohr$^3$ (17 % below RHF), which gives an enhancement of 1.73 and a critical spacing of 0.300 nm.

**Atoms of finite size.** For two point atoms in an axial field, $p=\alpha(E+2p/R^3)$, so the polarizability of the pair divided by $2\alpha$ is $1/(1-2\alpha/R^3)$. An RHF calculation on two beryllium atoms also allows for overlap, electron transfer and higher multipoles:

| $R$ (nm) | point atoms | RHF | level splitting (eV) |
|---|---|---|---|
| 0.750 | 1.033 | 1.032 | 0.01 |
| 0.400 | 1.267 | 1.274 | 0.86 |
| 0.319 | 1.712 | 1.605 | 2.05 |

The RHF column is uncertain in its last digit: a basis with three $d$ shells and an $f$ shell raises the entries at 0.400 and 0.319 nm by 0.002 to 0.003 and leaves the splittings as shown. The last column is the splitting of the two valence levels of the pair. Both levels are filled, so the splitting is no evidence that electrons have left their atoms. It shows that the orbitals of the two atoms overlap and couple, which point atoms cannot do.

At 0.40 nm the two polarizabilities differ by less than 1 %, although the splitting is already 0.86 eV. The RHF value is slightly above the point value there and 6 % below it at 0.319 nm. Since the difference changes sign, the close agreement at 0.40 nm may come partly from effects that cancel; this is a conjecture, as the calculation does not separate them. At the critical spacing the splitting is about a quarter of the 8.4 eV depth of the atomic valence level. The atoms are then far from being separate points, just where the model predicts its catastrophe. A pair calculation sizes the resulting error for two atoms but does not decide what an infinite chain would do.

**Strong fields.** A uniform field of the local strength, 0.203 V/nm, would change the potential energy of an electron by 0.08 eV over 0.40 nm, about 1 % of the valence level depth. The actual field varies between the atoms, so this number only indicates the scale. Near the threshold the dipoles grow, and one might expect nonlinearity to stop them. For the free atom at 25.7 MV/cm, however, RHF gives a ratio of dipole to field about 0.3 % above its weak-field value (0.35 % with more diffuse $d$ functions). At this field strength the nonlinearity of the atom thus favours the instability slightly. Whatever limits the polarization must come from stronger fields or from effects outside the point model.

**The real material.** Bulk beryllium is a metal with a nearest-neighbour distance of roughly 0.22 nm. The chain at 0.40 nm is much more open than that, and something external would have to hold its atoms in place. The metal is three-dimensional, so the chain criterion does not apply to it directly, but its mobile electrons break the assumption that each atom keeps its own. For the chain, correlation lowers the critical spacing by 6 %; for a pair at 0.319 nm, RHF gives a polarizability 6 % below that of point atoms. The value $a^3/[4\zeta(3)]$ is a derived property of point dipoles on a line. For beryllium it falls at a spacing where neighbouring orbitals already couple strongly, so it is not a prediction of a ferroelectric transition. The full set of values is in the numerical output below.

## Table of computed values

```
zeta(3) = 1.202057; 4 zeta(3) = 4.808228
alpha_c / a^3 = 0.207977
explicit lattice sum, 2000 terms per side = 4.808227
N = 10: a^3 lambda_N = 4.42771, threshold alpha/a^3 = 0.22585
N = 100: a^3 lambda_N = 4.79968, threshold alpha/a^3 = 0.20835
N = 1000: a^3 lambda_N = 4.80810, threshold alpha/a^3 = 0.20798
largest transverse a^3 lambda, N = 200: 1.80292
infinite-chain transverse limit 3 zeta(3)/2 = 1.80309
shortest unstable chain at 1.02 alpha_c: N = 25
Be RHF energy = -14.57053 hartree
Be RHF alpha = 45.539 bohr^3 = 0.006748 nm^3
Be RHF alpha, denser basis = 45.589 bohr^3
Be RHF alpha from energy = 45.545 bohr^3
Be CCSD alpha = 37.42 bohr^3
example spacing = 0.40 nm = 7.5589 bohr
alpha_c = 89.824 bohr^3 = 0.013311 nm^3
alpha/alpha_c (RHF) = 0.5070
enhancement 1/(1 - alpha/alpha_c), RHF = 2.0283
enhancement, middle of open chain N = 801: 2.0283
enhancement, end atom of that chain: 1.4619
enhancement with CCSD alpha = 1.7141
applied field = 1.00 MV/cm; local = 2.028 MV/cm
induced dipole per atom = 0.000951 e nm
critical spacing, RHF alpha = 0.3190 nm = 6.0273 bohr
critical spacing, CCSD alpha = 0.2987 nm
pair R = 0.7500 nm: axial alpha/(2 alpha_atom) RHF 1.0321, point 1.0330
  splitting of the two valence levels = 0.0124 eV
pair R = 0.4000 nm: axial alpha/(2 alpha_atom) RHF 1.2739, point 1.2672
  splitting of the two valence levels = 0.8551 eV
pair R = 0.3190 nm: axial alpha/(2 alpha_atom) RHF 1.6053, point 1.7122
  splitting of the two valence levels = 2.0517 eV
dipole/field of atom at 25.7 MV/cm, change from weak field = +0.31 %
local-field energy drop over one spacing = 0.0811 eV
Be valence level depth (RHF) = 8.415 eV
```
